# Recrystallization and lifetime of a spherical amorphous pocket

A spherical amorphous pocket inside a crystal contains \(N_0\) atoms at time zero, and its interface then moves inward at a constant speed \(v\). If the amorphous material has \(n\) atoms per unit volume, the number still amorphous obeys

\[
N(t)^{1/3}=N_0^{1/3}-\left(\frac{4\pi n}{3}\right)^{1/3}v\,t ,\qquad 0\le t\le\tau ,
\]

and the pocket disappears at

\[
\tau=\frac{R_0}{v}=\frac1v\left(\frac{3N_0}{4\pi n}\right)^{1/3},
\]

where \(R_0\) is the initial radius. After \(\tau\), \(N=0\).

The result assumes that the pocket stays spherical, that \(n\) is uniform and constant, and that \(v\) depends on neither radius, direction nor time. No new damage is created, and crystallization happens at the interface alone, not by nucleation inside the pocket. The number \(N\) is treated as continuous, which requires many atoms. The speed is defined by the atom flux: \(nv\) atoms cross from the amorphous to the crystalline side per unit interface area and unit time. This definition removes any ambiguity from the slightly different densities of the two phases.

The geometry of the sphere gives

\[
N=\frac{4\pi}{3}nR^3,\qquad R=\left(\frac{3N}{4\pi n}\right)^{1/3}.
\]

The interface has area \(4\pi R^2\). Multiplying this by the flux \(nv\) gives the loss rate, with a minus sign because \(N\) decreases:

\[
\frac{dN}{dt}=-4\pi R^2nv .
\]

To write the right-hand side in terms of \(N\), insert the radius:

\[
4\pi nR^2
=4\pi n\left(\frac{3N}{4\pi n}\right)^{2/3}
=(4\pi n)^{1/3}\,3^{2/3}N^{2/3}
=(36\pi n)^{1/3}N^{2/3}.
\]

The last step uses \(3^{2/3}=9^{1/3}\). Hence

\[
\frac{dN}{dt}=-(36\pi n)^{1/3}v\,N^{2/3}.
\]

The power \(2/3\) expresses the fact that atoms leave through a surface while their number measures a volume. While \(N>0\), the chain rule gives

\[
\frac{d}{dt}N^{1/3}
=\frac13N^{-2/3}\frac{dN}{dt}
=-\frac{(36\pi n)^{1/3}}{3}\,v
=-\left(\frac{36\pi n}{27}\right)^{1/3}v
=-\left(\frac{4\pi n}{3}\right)^{1/3}v .
\]

The right-hand side is constant. Integration from \(0\) to \(t\) gives the stated line, and setting \(N=0\) gives \(\tau\). Continuing the line beyond \(\tau\) would give a negative atom number, so the physical solution stops there and remains at zero.

The same result can be read from the radius. Since \(N^{1/3}=(4\pi n/3)^{1/3}R\), a straight line in \(N^{1/3}\) is a straight line in \(R\), with \(dR/dt=-v\). Dividing the solution by \(N_0^{1/3}\) and cubing gives

\[
\frac{N(t)}{N_0}=\left(1-\frac t\tau\right)^3 .
\]

Half the atoms have recrystallized when \(1-t/\tau=2^{-1/3}\), that is, at \(t=0.206\,\tau\). The last one percent takes a fraction \(0.01^{1/3}=0.215\) of the lifetime. The loss is fast at first because the interface is large, and slow at the end because little interface remains. At fixed \(n\) and \(v\), a pocket with eight times as many atoms has twice the radius and lives twice as long.

The exponent belongs to the shape. Take a long amorphous cylinder of fixed length \(L\), and neglect its ends. Then \(N=\pi nLR^2\), so

\[
N^{1/2}=(\pi nL)^{1/2}R=N_0^{1/2}-(\pi nL)^{1/2}vt .
\]

Here the square root falls linearly, although the lifetime is again \(R_0/v\). If instead every amorphous atom had the same probability \(k\) per unit time of crystallizing, wherever it sat, then \(dN/dt=-kN\) and \(N=N_0e^{-kt}\). The cube root would then decay exponentially, and the continuous model would give no finite lifetime.

The line also belongs to a single pocket. For \(m\) equal pockets the cube root of the total is still straight, but its slope is larger by the factor \(m^{1/3}\), and the lifetime formula must use the atom number of one pocket. Unequal pockets give no single straight line. Let two separate pockets have initial cube roots \(a_1>a_2\), and let \(s=(4\pi n/3)^{1/3}v\). Their total is \(N_{\rm tot}=(a_1-st)^3+(a_2-st)^3\), and at time zero

\[
\frac{d}{dt}N_{\rm tot}^{1/3}
=-s\,\frac{a_1^2+a_2^2}{(a_1^3+a_2^3)^{2/3}} .
\]

The fraction is greater than one. To see this, put \(x_i=a_i/(a_1^3+a_2^3)^{1/3}\), so that \(x_1^3+x_2^3=1\). Both \(x_i\) are below one, hence \(x_i^2>x_i^3\) and \(x_1^2+x_2^2>1\). After the smaller pocket has vanished, the slope is \(-s\). The slope has therefore changed, and the cube root of the total does not follow one straight line.

For a numerical example, consider a pocket of 5000 atoms left by ion implantation in silicon and annealed at 800 K. Rough typical inputs are \(n=49\) atoms/nm³ and, for a planar amorphous layer regrowing along a ⟨100⟩ direction, an activation energy of 2.7 eV with a prefactor of \(5\times10^{15}\) nm/s. With \(k_{\rm B}T=0.06894\) eV,

\[
v=(5\times10^{15}\ {\rm nm/s})
\exp\left(-\frac{2.7}{0.06894}\right)
\approx0.0490\ {\rm nm/s}.
\]

The radius and lifetime are

\[
R_0=\left(\frac{3\times5000}{4\pi\times49}\right)^{1/3}{\rm nm}
\approx2.90\ {\rm nm},\qquad
\tau=\frac{2.899}{0.04895}\ {\rm s}\approx59\ {\rm s},
\]

or about one minute. The cube root starts at 17.10 and falls by 0.289 per second. At half the lifetime it is 8.55, which corresponds to 625 atoms. As a check on the conversion between radius and atom number, the sites of a diamond lattice of the same density were counted inside a sphere of the corresponding radius. Averaged over random positions of the centre, the count was 624.7. For uniformly random centres the exact mean is \(n\) times the volume, however small the sphere, and the small difference from 625 is sampling noise. The count therefore does not test whether a smooth interface describes a pocket of few atoms, and it says nothing about the speed.

In silicon the regrowth speed depends strongly on the orientation of the interface, so the pocket does not stay spherical. The lifetime survives this change under a definite condition. Let the speed depend on the local normal alone, with its largest value \(v_{\max}\) along the six ⟨100⟩ directions. Compare the pocket with a sphere of radius \(R_0-v_{\max}t\). Where the two surfaces touch, the pocket's surface recedes no faster than the sphere's, so the sphere stays inside the pocket. Now compare the pocket with the plane \(x=R_0-v_{\max}t\). Where they touch, they share the same normal and hence the same speed, so the pocket cannot cross to the outer side of the plane. The same holds for the other five ⟨100⟩ planes, and the pocket remains within a cube of half-side \(R_0-v_{\max}t\). The inner sphere and the outer cube vanish together, so

\[
\tau=\frac{R_0}{v_{\max}} .
\]

The atom number at intermediate times does change. With \(a=R_0-v_{\max}t\), the cube has volume \(8a^3\) and the sphere \(4\pi a^3/3\), a ratio of \(6/\pi\). The cube root of \(N\) therefore lies between the spherical value and \((6/\pi)^{1/3}=1.241\) times that value. A polyhedral front was followed in small time steps with relative speeds of 1, 0.29 and 0.05 along ⟨100⟩, ⟨110⟩ and ⟨111⟩. It closed between \(0.988\,R_0/v_{\max}\) and \(1.012\,R_0/v_{\max}\), the resolution of one time step. Near half the lifetime its cube root was 1.23 times that of an equally faceted front with equal speeds. This overstates the effect for a smooth speed law, because, apart from the ⟨100⟩ faces themselves, the polyhedron has no faces within 18° of ⟨100⟩, and such slightly tilted faces cut away the cube's edges. With all normals included and the same law, \(v/v_{\max}=1-1.425\,(1-n_x^4-n_y^4-n_z^4)\), where \(n_x,n_y,n_z\) are the components of the unit normal, the ratio at half the lifetime is about 1.19. It keeps rising after that and tends to the cube's value as the pocket vanishes. The straight line is thus altered by orientation, while the lifetime is not.

A second correction comes from the interface energy \(\gamma\) per unit area. When the pocket shrinks, it releases this energy as well as the bulk energy \(\Delta g\) per atom. From \(A=4\pi R^2\) and \(N=4\pi nR^3/3\),

\[
\frac{dA}{dN}=\frac{8\pi R\,dR}{4\pi nR^2\,dR}=\frac{2}{nR},
\]

so the driving energy per atom is \(\Delta g+2\gamma/(nR)\). Suppose that atoms cross the interface in both directions, with the backward rate smaller than the forward rate by the Boltzmann factor of the driving energy. The net speed is then proportional to one minus that factor. If the forward rate is held fixed, the speed relative to a planar interface is

\[
\frac{v(R)}{v}=
\frac{1-\exp\left[-\left(\Delta g+2\gamma/(nR)\right)/k_{\rm B}T\right]}
{1-\exp\left[-\Delta g/k_{\rm B}T\right]} .
\]

For rough values \(\Delta g=0.10\) eV and \(\gamma=0.40\) J/m², the added energy at \(R_0\) is 0.035 eV per atom and the speed rises by 12%. As \(R\to0\) the numerator tends to one, and the ratio approaches 1.31. The speed now grows as the pocket shrinks, so the cube-root plot bends downward. Since \(dt=-dR/v(R)\), the lifetime is \(\int_0^{R_0}dR/v(R)=49\) s, about 17% below the constant-speed value.

A third correction is pressure. Amorphous silicon takes up roughly 2% more volume than the crystal, and the surrounding crystal resists this expansion. Let \(\delta\) be the fractional volume excess, \(K\) the bulk modulus of the pocket and \(G\) the shear modulus of the crystal, both materials being treated as isotropic. Outside the pocket the radial displacement is \(u=C/r^2\), which involves no volume change. The radial strain is \(du/dr=-2C/r^3\), and the radial stress is \(2G\) times this, \(-4GC/r^3\). At the interface the pressure is therefore \(p=4Gu(R)/R\), and the cavity's volume grows by the fraction \(3u(R)/R=3p/(4G)\). The pocket itself is compressed by \(p/K\). These two changes together must accommodate the excess:

\[
\delta=\frac{3p}{4G}+\frac pK,\qquad
p=\frac{\delta}{1/K+3/(4G)} .
\]

With \(K=80\) GPa and \(G=60\) GPa, \(p=0.02/(0.0125+0.0125)\) GPa \(=0.80\) GPa. The radius does not appear, so this pressure leaves the speed constant during shrinkage and preserves the straight line. Its effect on the rate is described by an activation volume \(\Delta V^*\), through the factor \(\exp(-p\Delta V^*/k_{\rm B}T)\). For a rough value \(\Delta V^*=-0.0061\) nm³ the factor is 1.56, and the lifetime falls to 38 s. This is an estimate for full elastic confinement; any relaxation of the misfit weakens it. It also treats the stress at the interface as hydrostatic. That holds inside the pocket, but the crystal just outside is under radial compression \(p\) and tangential tension \(p/2\), so a single activation volume gives only a rough size for the effect. Together with the capillary effect, and with the two speed factors multiplied, the lifetime becomes 32 s. This leaves out any further pressure from interface stress, which would vary as \(1/R\). In the same elastic model a tensile interface stress of 0.4 N/m, an assumed value, would add about 0.14 GPa inside the pocket at \(R_0\) and bring the lifetime to about 25 s, so the 32 s gives only the rough size.

The lifetime is also sensitive to temperature. With the other inputs fixed, the constant-speed lifetime is 97 s at 790 K and 37 s at 810 K, so an error of 10 K can lengthen it by about 64% or shorten it by about 38%. If the temperature varies during the anneal, \(dR/dt=-v(T(t))\), and the lifetime follows from

\[
\int_0^\tau v(T(t))\,dt=R_0 .
\]

The cube root is then linear in the accumulated interface displacement instead of in time. For heating from 300 K to 800 K at 50 K/s, the displacement is 0.019 nm, less than 1% of \(R_0\). Starting the clock on arrival at 800 K is therefore adequate in this example.

Set beside real implanted silicon, the density and the planar regrowth parameters are of the usual size, but the use of a planar speed for a pocket of a few nanometres is the weakest assumption. Small isolated damage pockets in silicon can recrystallize at temperatures well below those at which planar layers regrow at a useful rate. Their irregular, defective interfaces may offer lower barriers; that explanation is a conjecture here. The sensitivity is large: if the barrier were lower by 0.5 eV with the same prefactor, the speed at 800 K would rise by \(\exp(0.5/0.06894)\approx1400\), and the lifetime at a fixed 800 K would drop to about 0.04 s. Heating could then no longer be ignored: at 50 K/s such a pocket would vanish near 750 K, before reaching 800 K. The 59 s is thus the lifetime of a pocket whose interface behaves like a planar ⟨100⟩ front, and not a forecast for every damage pocket. Impurities, which can also change the regrowth speed, are left out.

The end of the process sets another limit. When 50 atoms remain, the radius is \(0.215\times2.90\) nm \(\approx0.62\) nm, only a few atomic spacings. A smooth interface with a fixed speed is then a poor description, yet the model assigns the last 13 s to this stage. The linear law is most trustworthy while the pocket is many atomic spacings across, and the calculated moment of disappearance is an extrapolation of that line. The numerical output below lists the main inputs and results.

## Calculated quantities

```
Initial atom number: 5000
Amorphous density: 49.0 atoms/nm^3
Temperature: 800 K
Activation energy: 2.70 eV
Speed prefactor: 5.00e+15 nm/s
Thermal energy kT: 0.06894 eV
Interface speed: 0.04895 nm/s
Initial radius: 2.8989 nm
Initial cube root of N: 17.0998
Cube-root slope magnitude: 0.28872 1/s
Lifetime: 59.23 s = 0.987 min
t/lifetime, time (s), N formula, N lattice mean, cube root:
  0.00  0.00  5000.0  4999.0  17.0998
  0.25  14.81  2109.4  2110.2  12.8248
  0.50  29.61  625.0  624.7  8.5499
  0.75  44.42  78.1  78.2  4.2749
Time to lose half the atoms / lifetime: 0.2063
Time for last 1% of atoms / lifetime: 0.2154
Lifetime with 8 N0 atoms: 118.45 s
Orientation model, 110/100 speed: 0.2875
Orientation model, 111/100 speed: 0.0500
Front closes between t/lifetime: 0.9877 and 1.0123
Cube-root ratio to sphere at t/lifetime 0.494: 1.2337
Upper bound on cube-root ratio: 1.2407
Interface energy: 0.40 J/m^2
Bulk driving energy: 0.100 eV/atom
Capillary energy at R0: 0.0352 eV/atom
Capillary speed factor at R0: 1.1223
Largest capillary speed factor: 1.3062
Lifetime with capillarity: 49.16 s
Amorphous volume excess: 2.0 %
Pocket bulk modulus: 80 GPa
Crystal shear modulus: 60 GPa
Fully confined misfit pressure: 0.800 GPa
Activation volume: -0.00612 nm^3
Pressure speed factor: 1.5581
Lifetime with pressure: 38.01 s
Lifetime with pressure and capillarity: 31.55 s
Lifetime at 790 K: 97.23 s
Lifetime at 810 K: 36.52 s
Heating rate from 300 K: 50 K/s
Radius lost during heating: 0.01905 nm
```
